\section*{Steps and Divergences in Powder Spectra: The Static Second-Order Central Transition}

\section*{Question}

In a powder every crystallite orientation is equally likely, and the resonance frequency varies smoothly with orientation. Why, then, does the spectrum have sharp steps and divergences, and where do they lie for the central transition of a static quadrupolar nucleus?

\section*{Mechanism: where the frequency is stationary}

Let the unit vector $\mathbf n$ be the field direction in the crystallite frame. With uniform excitation and no line broadening, the normalised spectrum is
\begin{equation}
g(\nu)=\int\frac{d\Omega}{4\pi}\,\delta\bigl(\nu-\nu(\mathbf n)\bigr)
=\frac1{4\pi}\oint_{\nu(\mathbf n)=\nu}\frac{d\ell}{|\nabla\nu|}.
\end{equation}
The second form follows by writing the area element as $d\ell\,ds$, with $s$ measured across the contour, and $ds=d\nu/|\nabla\nu|$. If the gradient vanishes nowhere on a contour, the contour deforms smoothly with $\nu$, and $g$ is smooth there. Singularities therefore need critical points, $\nabla\nu=0$. These are the van Hove singularities of a two-dimensional density of states, with the sphere in place of the Brillouin zone.

Near a critical point with Hessian eigenvalues $h_1,h_2\neq0$, and with $\epsilon=\nu-\nu_0$, local coordinates give $\epsilon=\tfrac12(h_1x^2+h_2y^2)$.

\emph{Extremum.} At a minimum, the region with frequency below $\nu_0+\epsilon$ is an ellipse of area $2\pi\epsilon/\sqrt{h_1h_2}$. Its derivative, divided by $4\pi$, is a contribution that switches on at $\nu_0$. At a maximum the same contribution switches off. As $\nu$ rises,
\begin{equation}
\Delta g=\pm\frac{1}{2\sqrt{|h_1h_2|}}\qquad(+\text{ minimum},\ -\text{ maximum}).
\end{equation}

\emph{Saddle.} Take $h_1>0>h_2$, and set $X=\sqrt{h_1}\,x$, $Y=\sqrt{|h_2|}\,y$, $u=X+Y$, $v=X-Y$. Then $dx\,dy=du\,dv/(2\sqrt{|h_1h_2|})$ and $\epsilon=uv/2$. Integrating $\delta(\epsilon-uv/2)$ over $v$ gives $2/|u|$. A cutoff $|u|,|v|<L$ restricts $|u|$ to between $2|\epsilon|/L$ and $L$, so
\begin{equation}
g\simeq\frac{1}{4\pi\sqrt{|h_1h_2|}}\,2\ln\frac{L^2}{2|\epsilon|}
=-\frac{\ln|\epsilon|}{2\pi\sqrt{|h_1h_2|}}+\text{const}.
\end{equation}
Several points at one frequency add their contributions.

Topology makes the logarithm unavoidable when all critical points are nondegenerate. On a sphere, the numbers of maxima, saddles and minima then obey $N_{\max}-N_{\rm sad}+N_{\min}=2$. The frequency treated here satisfies $\nu(\mathbf n)=\nu(-\mathbf n)$, so there are at least two maxima and two minima, hence at least two saddles.

\section*{The frequency surface}

For half-integer spin $I$, with energies in frequency units,
\begin{equation}
H=-\nu_L\,\mathbf n\cdot\mathbf I+\kappa\sum_i d_iI_i^2,\qquad \kappa=\frac{\nu_Q}{6},\quad \nu_Q=\frac{3C_Q}{2I(2I-1)},
\end{equation}
where $(d_x,d_y,d_z)=(-1+\eta,\,-1-\eta,\,2)$, $0\le\eta\le1$ and $\nu_Q\ll\nu_L$. Shift anisotropy and the satellite transitions are left out.

Choose laboratory axes with $Z$ along $\mathbf n$, and let $D_{ab}$ be the traceless tensor $d$ in these axes. Rewriting $I_X,I_Y$ through $I_\pm$ gives the quadrupole term as
\begin{equation}
\kappa\Bigl[\tfrac12D_{ZZ}(3I_Z^2-\mathbf I^2)+\tfrac12\{w_1(I_+I_Z+I_ZI_+)+\text{h.c.}\}+\tfrac14\{w_2I_+^2+\text{h.c.}\}\Bigr],
\end{equation}
with $w_1=D_{XZ}-iD_{YZ}$ and $w_2=D_{XX}-D_{YY}-2iD_{XY}$. The diagonal part depends on $m^2$ and cancels between $m=\pm\frac12$, so the first-order shift is zero.

Let $J=I(I+1)$, $a=|w_1|^2$, $b=|w_2|^2$. From $m=\frac12$, the single flip to $\frac32$ has squared matrix element $\kappa^2a(J-\frac34)$ and energy denominator $+\nu_L$. The flip to $-\frac12$ carries the factor $2m-1=0$. The double flips to $\frac52$ and $-\frac32$ have denominators $+2\nu_L$ and $-2\nu_L$. Together,
\begin{align}
E^{(2)}_{1/2}&=\frac{\kappa^2(J-\frac34)}{\nu_L}\Bigl[a+\frac{b}{32}\bigl\{(J-\tfrac{15}4)-(J+\tfrac14)\bigr\}\Bigr]\nonumber\\
&=\frac{\kappa^2(J-\frac34)}{\nu_L}\Bigl[a-\frac b8\Bigr].
\end{align}
For $m=-\frac12$ all denominators change sign, so $E^{(2)}_{-1/2}=-E^{(2)}_{1/2}$. The shift of $\nu=E_{-1/2}-E_{1/2}$ is $-2E^{(2)}_{1/2}$, proportional to $b/4-2a$.

Now define $p=D_{ZZ}=\sum_id_in_i^2$, $q=(D^2)_{ZZ}=\sum_id_i^2n_i^2$ and $T=\sum_id_i^2$. Then $a=q-p^2$. Since $D_{XX}+D_{YY}=-p$, the trace of $D^2$ is $T=\frac32p^2+2a+\frac12b$, so $b=2T-4q+p^2$. Hence
\begin{equation}
\nu-\nu_L=Sf,\quad S=\frac{\nu_Q^2\,(J-\frac34)}{36\,\nu_L},\quad
f=\tfrac94p^2-3q+\tfrac12T.
\end{equation}

Time reversal maps $\nu_L\to-\nu_L$ and $m\to-m$ and leaves the quadrupole term unchanged, so the transition frequency is odd in $\nu_L$. Order $k$ scales as $\nu_Q^k/\nu_L^{k-1}$, so odd $k$ drops out. The next correction is of fourth order and falls as $\nu_L^{-3}$.

\section*{Locating the critical points}

In the variables $u_i=n_i^2$, with $\sum_iu_i=1$, $f$ is quadratic. Write $f_i=\partial f/\partial u_i=\frac92pd_i-3d_i^2$. Stationarity on the sphere reads $n_if_i=\lambda n_i$, so for each $i$ either $n_i=0$ or $f_i=\lambda$. If two components $i,j$ are nonzero and $d_i\ne d_j$, then $f_i=f_j$ gives
\begin{equation}
p=\tfrac23(d_i+d_j).
\end{equation}
Three nonzero components would require this for every pair, forcing all $d_i$ to be equal. For $\eta>0$ the critical points thus lie on the axes or in the coordinate planes.

\emph{Axes.} On axis $i$, $p=d_i$ and $q=d_i^2$. Using $d_i=-(d_j+d_k)$,
\begin{equation}
f=\tfrac12T-\tfrac34d_i^2=\tfrac14(d_j-d_k)^2 .
\end{equation}
A tilt by a small angle $s$ towards axis $j$ moves weight $s^2$ from $u_i$ to $u_j$, so $\delta f=(f_j-f_i)s^2$ and
\begin{equation}
h_{i\to j}=2(f_j-f_i)=3(d_j-d_i)(d_i-2d_j).
\end{equation}

\emph{Planes.} Let $n_k=0$. Then $p=d_j+(d_i-d_j)u_i$, and the condition on $p$ gives
\begin{equation}
u_i=\frac{2d_i-d_j}{3(d_i-d_j)},\qquad u_j=\frac{d_i-2d_j}{3(d_i-d_j)},
\end{equation}
valid if both are positive. Here $p=-\frac23d_k$, and in the plane $q=(d_i+d_j)p-d_id_j=\frac23d_k^2-d_id_j$. With $\frac12T=d_k^2-d_id_j$,
\begin{equation}
f=d_k^2-2d_k^2+3d_id_j+d_k^2-d_id_j=2d_id_j .
\end{equation}
For the in-plane curvature put $u_i=\cos^2\vartheta$. Then $(du_i/d\vartheta)^2=4u_iu_j$ and $d^2f/du_i^2=\frac92(d_i-d_j)^2$. Out of the plane the curvature is $2(f_k-f_i)$, where $2d_k+d_i=d_k-d_j$. So
\begin{align}
h_{\rm in}&=18(d_i-d_j)^2u_iu_j=2(2d_i-d_j)(d_i-2d_j)>0,\\
h_{\rm out}&=-6(d_k-d_i)(d_k-d_j).
\end{align}
The latter is positive only when $d_k$ is the middle value, which is $d_x$. The $yz$ point is therefore a minimum, and the other plane points are saddles.

Inserting the $d_i$ gives
\begin{center}
\begin{tabular}{llll}
site & number & $f$ & type\\
$yz$ plane, $\cos^2\theta=\frac{5+\eta}{3(3+\eta)}$ & 4 & $-4(1+\eta)$ & minimum\\
$xz$ plane, $\cos^2\theta=\frac{5-\eta}{3(3-\eta)}$ & 4 & $-4(1-\eta)$ & saddle\\
$z$ axis & 2 & $\eta^2$ & maximum\\
$x$ axis & 2 & $(3+\eta)^2/4$ & maximum\\
$y$ axis & 2 & $(3-\eta)^2/4$ & see below\\
$xy$ plane, $n_x^2=\frac{3\eta-1}{6\eta}$ & 4 & $2(1-\eta^2)$ & saddle, $\eta>\frac13$
\end{tabular}
\end{center}
On the $y$ axis, $h_{y\to x}=6\eta(1-3\eta)$ and $h_{y\to z}=-3(3+\eta)(5+\eta)$. This is a saddle for $0<\eta<\frac13$ and a maximum for $\eta>\frac13$. At the change, the four $xy$ saddles split off from the $y$ axis. The counts satisfy the topological rule: $4-6+4=2$ below $\frac13$ and $6-8+4=2$ above. A numerical search from random starts found 14 and 18 points on the two sides, with the derived values and curvatures.

\section*{The two degenerate cases}

\emph{Axial tensor, $\eta=0$.} Azimuth drops out and whole circles become critical. Across a circle $|\epsilon|=\frac12|h|s^2$, and $\int ds\,\delta(|\epsilon|-\frac12|h|s^2)=\sqrt{2/(|h\epsilon|)}$. The minimum $f=-4$ lies on two circles with $\cos^2\theta=\frac59$, $\sin\theta=\frac23$ and $h=40$. The equator, $f=\frac94$, has $h=-45$. In units of $f$,
\begin{equation}
g\simeq\frac{\frac23\sqrt{2/40}}{\sqrt{f+4}}=\frac{0.149}{\sqrt{f+4}},\qquad
g\simeq\frac{\frac12\sqrt{2/45}}{\sqrt{9/4-f}}=\frac{0.105}{\sqrt{9/4-f}},
\end{equation}
each just inside its edge. The poles remain isolated maxima with $h_1=h_2=-36$ and give a step $-2/(2\cdot36)=-0.0278$ at $f=0$. A small $\eta$ splits the root at $f=-4$ into a step and a logarithm $8\eta$ apart, and the root at $\frac94$ into a logarithm and a step $3\eta$ apart.

\emph{Bifurcation, $\eta=\frac13$.} On the $y$ axis the quadratic term towards $x$ vanishes. The next term is $\frac94(d_x-d_y)^2u_x^2=n_x^4$, so to leading order
\begin{equation}
f-\tfrac{16}9=n_x^4-\tfrac{80}3n_z^2 .
\end{equation}
With $\epsilon=f-\frac{16}9$, the scalings $n_x\sim|\epsilon|^{1/4}$ and $n_z\sim|\epsilon|^{1/2}$ give $g\sim|\epsilon|^{1/4+1/2-1}=|\epsilon|^{-1/4}$, stronger than a logarithm. Integrating the delta function over $n_z$ and adding both points gives the amplitudes
\begin{equation}
A_\pm=\frac{K_\pm}{\pi\sqrt{80/3}},\quad K_-=\int_0^\infty\!\frac{dt}{\sqrt{t^4+1}},\quad K_+=\int_1^\infty\!\frac{dt}{\sqrt{t^4-1}},
\end{equation}
for $\epsilon<0$ and $\epsilon>0$. The substitutions $s=1/(1+t^4)$ and $s=t^{-4}$ turn these into $K_-=\frac14B(\frac14,\frac14)$ and $K_+=\frac14B(\frac14,\frac12)$. Since $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$, their ratio is $K_-/K_+=\sqrt2$. Numerically $A_-=0.114$ and $A_+=0.081$; quadrature of the powder distribution agrees within 0.2\%.

\section*{Numbers for a model spin}

Take $I=\frac32$, $C_Q=2.4$ MHz and $\nu_L=100$ MHz, chosen as round parameters. Then $\nu_Q=C_Q/2=1.2$ MHz and
\begin{equation}
S=\frac{(1.2)^2\times3}{36\times100}\ \text{MHz}=1.2\ \text{kHz}.
\end{equation}

For $\eta=0.7$ the spectrum begins at the $yz$ minimum, $-4(1.7)S=-8.16$ kHz from $\nu_L$. There $h_{\rm in}=4(5.7)(2.7)=61.56$ and $h_{\rm out}=12(0.7)(2.3)=19.32$. Four points give a step $4/(2\sqrt{61.56\times19.32})=0.0580$ per unit $f$. Dividing by $S$ gives $0.0483$ kHz$^{-1}$.

With rising frequency there follow a logarithm at $-1.44$ kHz ($xz$), a downward step at $0.588$ kHz ($z$), a logarithm at $1.224$ kHz ($xy$), a downward step at $1.587$ kHz ($y$), and the upper edge at $4.107$ kHz ($x$). The total width is $12.27$ kHz, or $122.7$ ppm of $\nu_L$.

For $\eta=0.2$ there are five singular frequencies instead of six: $-5.76$ (step), $-3.84$ (logarithm), $0.048$ (step), $2.352$ (logarithm) and $3.072$ kHz (step). The $y$ axis now supplies a logarithm instead of a step.

The logarithm at $-1.44$ kHz has coefficient $C=0.0201$ kHz$^{-1}$. The mean of $-\ln|x|$ over $|x|<w$ is $1-\ln w$, so a window ten times narrower should raise the mean density by $C\ln10=0.0463$ kHz$^{-1}$. For half-windows of 0.1, 0.01 and 0.001 kHz the means are 0.1689, 0.2152 and 0.2616 kHz$^{-1}$, which rise by that amount each time. The divergence is integrable and slow, so line broadening readily turns it into a finite peak.

At the $z$-axis step, by contrast, the mean densities in 0.01 kHz strips just below and above are 0.1240 and 0.0989 kHz$^{-1}$. Their difference, $-0.0251$, is close to the predicted step of $-0.0254$ kHz$^{-1}$; the strips have finite width and the density slopes on either side.

Diagonalizing the full Hamiltonian tests the second-order surface. Over 40 random directions at $\eta=0.7$ the largest deviation is 0.35 Hz, and doubling $\nu_L$ reduces it by a factor of 8.00, as a fourth-order remainder requires. At these parameters the singularities are thus displaced by well under a hertz per kilohertz of width. When $\nu_Q/\nu_L$ is no longer small, their positions must be found on the full frequency surface. The link between critical points and line shape then holds only while that surface is smooth, and the strengths acquire an orientation-dependent transition probability. Smoothness can fail where levels cross: for $I=\frac32$, $\eta=0$ and the field along $z$, the energies $-\frac32\nu_L+3\kappa$ and $-\frac12\nu_L-3\kappa$ of $m=\frac32$ and $m=\frac12$ meet at $\nu_Q=\nu_L$. The complete list of positions and strengths is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spin I = 1.5, C_Q = 2.4 MHz, nu_L = 100.0 MHz
nu_Q = 1.200 MHz, scale S = 1.2000 kHz
largest remainder beyond 2nd order (eta 0.7, 40 directions) = 0.35 Hz
remainder ratio on doubling nu_L = 8.000
critical points found at eta 0.2: 14
critical points found at eta 0.3: 14
critical points found at eta 0.37: 18
critical points found at eta 0.7: 18
shifts from nu_L; strength = total step (1/kHz) or, for a
saddle, total coefficient of -ln|nu-nu0| (1/kHz)
eta = 0.2: site, number, type, theta/deg, phi/deg, f,
  2nd-order kHz, full kHz, strength formula, quadrature
yz plane 4 minimum  42.61  90.00  -4.8000  -5.7600  -5.7598  0.09504  0.09504
xz plane 4 saddle   40.89   0.00  -3.2000  -3.8400  -3.8399  0.03256  0.03256
z axis   2 maximum   0.00   0.00   0.0400   0.0480   0.0480 -0.02332 -0.02331
y axis   2 saddle   90.00  90.00   1.9600   2.3520   2.3520  0.05419  0.05417
x axis   2 maximum  90.00   0.00   2.5600   3.0720   3.0720 -0.09471 -0.09471
total width = 8.8320 kHz = 88.32 ppm of nu_L
eta = 0.7: site, number, type, theta/deg, phi/deg, f,
  2nd-order kHz, full kHz, strength formula, quadrature
yz plane 4 minimum  44.23  90.00  -6.8000  -8.1600  -8.1597  0.04833  0.04833
xz plane 4 saddle   37.87   0.00  -1.2000  -1.4400  -1.4400  0.02012  0.02013
z axis   2 maximum   0.00   0.00   0.4900   0.5880   0.5880 -0.02541 -0.02541
xy plane 4 saddle   90.00  59.22   1.0200   1.2240   1.2240  0.02843  0.02843
y axis   2 maximum  90.00  90.00   1.3225   1.5870   1.5870 -0.04874 -0.04874
x axis   2 maximum  90.00   0.00   3.4225   4.1070   4.1070 -0.04240 -0.04240
total width = 12.2670 kHz = 122.67 ppm of nu_L
eta 0.7, mean density around the xz saddle:
  half-window 0.1 kHz: 0.16889 1/kHz
  half-window 0.01 kHz: 0.21522 1/kHz
  half-window 0.001 kHz: 0.26156 1/kHz
eta 0.7, mean density just below and above the z-axis step:
  width 0.1 kHz: 0.12265, 0.10071 1/kHz
  width 0.01 kHz: 0.12399, 0.09892 1/kHz
eta 0.7, step at regular f = -4: -1.1e-08 1/kHz
eta 0, inverse-root amplitudes in f units, formula, counted:
  f = -4: 0.14907, 0.14907
  f = 9/4: 0.10541, 0.10541
  step at f = 0: -0.02778, -0.02738
eta 1/3, amplitude of |f-16/9|^(-1/4), formula, quadrature:
  below: 0.11429, 0.11442
  above: 0.08081, 0.08091
\end{verbatim}
